The Min-Max Principle and the Interlacing of Rayleigh-Ritz Roots

An attractive well that flattens out at large distance may hold a few bound states, above which lies a continuum of scattering energies. A calculation in a basis of M functions replaces this spectrum by M discrete numbers, the roots of a matrix problem. The lowest is an upper bound to the ground-state energy, because it is an expectation value of the Hamiltonian. The second root is an expectation value too, but its trial vector is orthogonal to the approximate ground state and, unless a symmetry enforces it, in general not to the true one. Whether it bounds the second level, and what the roots beyond the last bound level mean, needs a characterization of excited levels that doesn't refer to the unknown eigenfunctions.

Let H be a self-adjoint Hamiltonian on an infinite-dimensional Hilbert space, bounded below by a number b. For a set B of energies let P(B) be the spectral projection of H. The energy distribution of a state ψ is m_ψ(B) = ⟨ψ,P(B)ψ⟩, and its mean energy is

q(ψ) = ∫ t dm_ψ(t).

This equals ⟨ψ,Hψ⟩ when ψ is in the domain of H, and it is finite on a larger set, the form domain Q. For a particle in a bounded potential, Q requires a square-integrable first derivative, while the domain of H requires a second one.

The essential spectrum is the set of energies λ for which P((λ−ε,λ+ε)) has infinite rank for every ε > 0. Let Σ be its lowest point, with Σ = +∞ if it is empty. For n = 1, 2, … define

μ_n = inf over V ⊂ Q, dim V = n, of max over ψ ∈ V, ‖ψ‖ = 1, of q(ψ).   (1)

The min-max principle states that if μ_n < Σ, then μ_n is the n-th eigenvalue of H, counted from below with multiplicity; otherwise μ_n = Σ, and at most n−1 eigenvalues lie below Σ.

The proof rests on counting. Write P_λ = P((−∞,λ)) and let N(λ) be the dimension of its range.

If λ < Σ, then N(λ) is finite. Indeed, each point of [b,λ] lies outside the essential spectrum, so it has an open interval around it whose projection has finite rank. Finitely many of these intervals cover the compact set [b,λ], and N(λ) is at most the sum of their ranks. On the finite-dimensional range of P_λ, H acts as a Hermitian matrix, so N(λ) is the number of eigenvalues below λ, with multiplicity.

If λ > Σ, then N(λ) is infinite. The essential spectrum is closed, since an interval around a limit point contains intervals around nearby points of the set. Hence Σ belongs to it, and a small interval around Σ, lying below λ, already has infinite rank.

The link between (1) and the counting function is

μ_n < λ if and only if N(λ) ≥ n.   (2)

Suppose first that N(λ) ≥ n, and choose an n-dimensional V inside the range of P_λ. A unit vector ψ in V has its whole energy distribution below λ, so

λ − q(ψ) = ∫ (λ − t) dm_ψ(t) > 0,

because the integrand is positive and the distribution has total weight one. On the unit sphere of V, which is compact, the continuous function q attains its maximum. That maximum is therefore strictly below λ, and μ_n < λ.

Suppose instead that N(λ) ≤ n−1, and let V be any n-dimensional subspace of Q. The linear map P_λ sends V into a space of smaller dimension, so some unit vector ψ in V has P_λψ = 0. Its energy distribution lies at or above λ, hence q(ψ) ≥ λ. Every maximum in (1) is then at least λ, and μ_n ≥ λ. This proves (2). The subspaces used in the first half lie in the domain of H, since their energies are bounded, so restricting (1) to that domain gives the same μ_n.

The principle follows. Each μ_n is finite, being at least b and at most the maximum on any one subspace. If μ_n exceeded Σ, a λ with Σ < λ ≤ μ_n would have N(λ) < n by (2), contradicting N(λ) = ∞. So μ_n ≤ Σ. Setting λ = μ_n in (2) gives

N(μ_n) ≤ n−1.   (3)

If μ_n < Σ, at most n−1 eigenvalues lie below μ_n, while for every λ between μ_n and Σ at least n lie below λ. The n-th eigenvalue is thus at least μ_n and less than every such λ, so it equals μ_n. If μ_n = Σ, then (3) says that at most n−1 eigenvalues lie below Σ.

There is a companion form with constraints in place of subspaces. For vectors φ_1, …, φ_{n−1} let

m(φ_1,…,φ_{n−1}) = inf of q(ψ) over unit ψ ∈ Q orthogonal to all φ_i.

Any n-dimensional V ⊂ Q contains a unit vector satisfying these n−1 linear conditions, so m is no larger than the maximum of q on V. Taking the infimum over V gives m ≤ μ_n. Conversely, by (3) the φ's can be chosen to span the range of P_{μ_n}, with zero vectors for any left over. Every allowed ψ then has its energy distribution at or above μ_n, so m ≥ μ_n. Hence

μ_n = max over φ_1,…,φ_{n−1} of m(φ_1,…,φ_{n−1}).   (4)

A constraint can raise the minimum as far as μ_n, but no further.

Now take linearly independent trial functions χ_1, …, χ_M in Q, spanning W_M. Let S_ij = ⟨χ_i,χ_j⟩, and let H_ij be the energy form between χ_i and χ_j, equal to ⟨χ_i,Hχ_j⟩ when χ_j is in the domain of H. For ψ = Σ_i c_i χ_i the mean energy per unit norm is

R(c) = c†Hc / c†Sc.

Multiplying by the denominator and varying c gives

(c†Sc) δR = δc†(H − RS)c + c†(H − RS)δc.

The two terms on the right are complex conjugates. If δR vanishes for every δc, it vanishes also for iδc, so the real and the imaginary part of δc†(H − RS)c are both zero. Stationary vectors therefore obey

Hc = E S c,   E = R(c).   (5)

Since S is positive definite, d = S^(1/2)c turns (5) into the eigenvalue problem of the Hermitian matrix S^(−1/2) H S^(−1/2), with M real roots E_1^(M) ≤ … ≤ E_M^(M).

The proof of (2) applies unchanged to this matrix for n ≤ M. In finite dimension there is no essential spectrum, so

E_k^(M) = min over V ⊂ W_M, dim V = k, of max over unit ψ ∈ V of q(ψ).   (6)

The minimum is attained on the span of the k lowest eigenvectors. Every subspace competing in (6) also competes in (1) with n = k, and an infimum over a larger collection cannot be larger. Therefore

E_k^(M) ≥ μ_k.   (7)

If H has at least k eigenvalues below Σ, the k-th root is an upper bound to the k-th of them. If it has fewer, the k-th root is at least Σ. Turned around, k roots below Σ prove that at least k bound levels exist there. Nothing in (7) ties a root above Σ to an eigenvalue embedded in the continuum or to a resonance.

Add one function, so that W_M ⊂ W_{M+1}. The Hylleraas-Undheim-MacDonald theorem states

E_k^(M+1) ≤ E_k^(M) ≤ E_{k+1}^(M+1),   k = 1, …, M.   (8)

The left inequality holds because the k-dimensional subspaces of W_M are among those of W_{M+1}. For the right one, let V be any (k+1)-dimensional subspace of W_{M+1}. Since V and W_M both lie in a space of dimension M+1,

dim(V ∩ W_M) ≥ (k+1) + M − (M+1) = k.

The intersection contains a k-dimensional subspace of W_M, on which the maximum of q is at least E_k^(M) by (6). The maximum on V is no smaller. Minimizing over V gives the right inequality. Old and new roots thus alternate, with equality allowed: a new function of odd parity leaves the roots of an even set where they were if H conserves parity.

Each root falls or stays where it is as the basis grows, and by (7) it cannot pass μ_k. It converges to μ_k if every function in Q can be approximated by trial functions in the norm whose square is q(ψ) + (1−b)‖ψ‖². To see this, take a k-dimensional V whose maximum is below μ_k + ε, and approximate its k basis vectors by trial functions. Their energy and overlap matrices approach those of V, so for a large enough basis the maximum is below μ_k + 2ε. With (6) and (7), μ_k ≤ E_k^(M) < μ_k + 2ε. The bound itself needs no such completeness, but without it the limit may lie too high.

The conditions matter. If the spectrum extends to −∞, as for a free Dirac electron, subspaces of any dimension can be built from states of arbitrarily low energy; then μ_n = −∞ and the bound is empty. The matrix elements must be accurate, since an integration error can push a root below its level. Roots and levels are matched by order, not by the appearance of the wave function. If all trial functions lie in one symmetry sector conserved by H, the theorem applies to H within that sector, and the first root bounds the lowest level there.

A model with a known spectrum makes these statements concrete. A particle of unit mass, in Hartree atomic units, moves under

H_ν = −½ d²/dx² − ½ν(ν+1) sech²x,   ν = 5/2,

a well of depth ½ × 2.5 × 3.5 = 4.375 hartree. To find its levels, let

A = (d/dx + ν tanh x)/√2,   A† = (−d/dx + ν tanh x)/√2.

Since the derivative of tanh x is sech²x,

A†Aψ = ½(−ψ″ − ν sech²x ψ − ν tanh x ψ′ + ν tanh x ψ′ + ν² tanh²x ψ).

The first-derivative terms cancel. With tanh²x = 1 − sech²x this is

A†A = −½ d²/dx² + ½ν² − ½ν(ν+1) sech²x = H_ν + ½ν².

In the opposite order the term from differentiating tanh x changes sign:

AA† = −½ d²/dx² + ½ν² − ½ν(ν−1) sech²x = H_{ν−1} + ½ν².

Since A†A is nonnegative, H_ν ≥ −½ν². Equality requires Aψ = 0, or ψ′ = −ν tanh x ψ, whose solution sech^ν x is normalizable for ν > 0. The equation A†ψ = 0 gives cosh^ν x, which is not. The polar decomposition of A then provides a unitary map carrying A†A, on the complement of sech^ν x, into AA† on the whole space. Hence H_ν has the level −½ν², and the rest of its spectrum is that of H_{ν−1}.

Three descents, from ν = 5/2 through 3/2 and 1/2, give the levels −3.125, −1.125 and −0.125 hartree. They end at

H_{−1/2} = −½ d²/dx² + ⅛ sech²x,

which is nonnegative. There are thus three negative levels, and Σ ≥ 0. For the reverse inequality, place n half-waves of a sine on n disjoint intervals of length ℓ. Every unit combination has kinetic energy ½(π/ℓ)² and negative potential energy, so μ_n < ½(π/ℓ)². Letting ℓ grow gives μ_n ≤ 0 for every n. If Σ were positive, (2) would then make N(λ) infinite for some λ between 0 and Σ, which is impossible. So Σ = 0 and μ_4 = μ_5 = … = 0. Direct integration of the Schrödinger equation reproduces the three levels, and the zero-energy solution that stays bounded as x → −∞ has three zeros, as the oscillation theorem requires for three negative levels.

The trial functions are Gaussians exp[−(x−c)²/2], added one at a time with centres c = 0, 1, −1, 2, −2 and so on, in bohr. With three functions the roots are −3.0449, −0.8527 and +0.0039 hartree. With four they are −3.0574, −0.8931, −0.0046 and +0.5622. In the order demanded by (8),

−3.0574 < −3.0449 < −0.8931 < −0.8527 < −0.0046 < 0.0039 < 0.5622.

The third root has become negative, so four functions suffice to prove that the well holds at least three bound states, though −0.0046 is a poor estimate of −0.125. Minimizing the largest energy over two-dimensional subspaces of this four-function space gives −0.893094 hartree, and maximizing the constrained minimum gives the same value. Both agree with the second root of the matrix problem, as (6) and the matrix version of (4) require.

With twelve functions the first three roots are −3.1040, −1.0124 and −0.1012 hartree. They lie above their levels by 0.021, 0.113 and 0.024 hartree, the second error being 10 per cent of the level's magnitude. The theorem fixes the sign of these errors, not their size, and the errors need not grow with the index. The fourth root, 0.0977 hartree, has no bound level to approach; its lower bound is Σ = 0.

Sine functions vanishing at x = ±L and continued by zero outside show the fall of the fourth root toward Σ = 0 more clearly. Their slope jumps at the ends, so they are generally outside the domain of H, but they belong to Q and the bounds hold. For L = 10, 20 and 40 bohr, with 4L functions each, the fourth root is 0.0523, 0.0125 and 0.0031 hartree. Doubling L divides it by about four, the scaling of a kinetic energy whose wavelength is set by the interval. Such a root describes a piece of the continuum confined by the basis. Its value depends on the well too, but whereas the first three roots stay near fixed values, it keeps falling toward Σ = 0 as L grows, and so cannot be read as a level of H.

The second root in the same calculations is −1.124935, −1.124921 and −1.124912 hartree, rising slightly as L and the number of functions grow. This doesn't contradict (8). A sine on the shorter interval, cut off at its ends, is not a finite combination of the sines on the longer one, so the trial spaces are not nested. Each value is still an upper bound to −1.125.

It remains to see what goes wrong when an excited state is sought by orthogonality to an approximate ground state. Let u_1 and u_2 be normalized eigenfunctions with energies e_1 < e_2, and take φ = cos θ u_1 + sin θ u_2 as the approximate ground state. The orthogonal combination ψ = −sin θ u_1 + cos θ u_2 has

q(ψ) = e_1 sin²θ + e_2 cos²θ = e_2 − (e_2 − e_1) sin²θ,

which is below e_2 whenever sin θ ≠ 0. This is (4) at work: a constraint other than the best one may leave the minimum below μ_2.

In the well, let the approximate ground state be the single Gaussian centred at x = 1 bohr, with energy −1.800 hartree. The lowest energy orthogonal to it in the twelve-function space is −1.936 hartree. This is 0.811 hartree below the true second level, and even below the energy of the supposed ground state. The matrix problem (5) avoids the failure because its first two eigenvectors diagonalize H together. The second root is the largest energy in the two-dimensional space they span, and every two-dimensional space contains a state with energy at least μ_2. The lowest roots of each basis, up to four, are given in the numerical output.

Values computed for the example and the checks

```
All energies in hartree, lengths in bohr
nu = 2.5, well depth = 4.3750
level 1: formula -3.125000, shooting -3.125000
level 2: formula -1.125000, shooting -1.125000
level 3: formula -0.125000, shooting -0.125000
zeros of zero-energy solution (number): 3
Gaussian centres in order added: [0, 1, -1, 2, -2, 3, -3, 4, -4, 5, -5, 6]
Ritz roots: M, E1, E2, E3, E4
 1   -2.927666
 2   -2.957704   -0.677153
 3   -3.044875   -0.852652    0.003938
 4   -3.057443   -0.893094   -0.004584    0.562193
 5   -3.080785   -0.918496   -0.013766    0.412500
 6   -3.086254   -0.951750   -0.048214    0.344842
 7   -3.094126   -0.974879   -0.089471    0.301664
 8   -3.096820   -0.986941   -0.089800    0.195472
 9   -3.100159   -0.996898   -0.090161    0.158649
10   -3.101579   -1.003317   -0.095541    0.137359
11   -3.103190   -1.009040   -0.101213    0.123315
12   -3.103972   -1.012372   -0.101213    0.097732
errors of E1, E2, E3 at largest M: 2.10e-02 1.13e-01 2.38e-02
smallest M with E1, E2, E3 negative: [1, 2, 4]
M=4 second root from matrix problem: -0.893094
M=4 min-max by optimization:         -0.893094
M=4 max-min by optimization:         -0.893094
Sine basis: L, number of sines, E1, E2, E3, E4
10  40   -3.124965   -1.124935   -0.124854    0.052323
20  80   -3.124965   -1.124921   -0.124940    0.012539
40 160   -3.124964   -1.124912   -0.124939    0.003103
energy of Gaussian centred at 1: -1.799947
lowest energy orthogonal to it (M=12): -1.936367
its distance below true level 2: 0.811367
```
